# Why a single-crystal wire with diffuse walls stays above bulk resistivity

## Question

I have a narrow metal line, 20 nm wide and 40 nm high, with grains about as long as the line is wide. Its resistivity is well above that of the bulk metal, and I put this down to grain boundaries. Suppose an ideal anneal turned the line into one perfect crystal without changing its cross-section. Should the resistivity then return to the bulk value? If not, how do I separate what annealing can remove from what it cannot?

## Answer

It returns to the bulk value only if the walls take no momentum along the wire from the electrons; mirror-like walls are the simplest example. It comes close if the width and the height are both much larger than the bulk mean free path. With diffuse walls in a narrow line, the anneal removes the boundary scattering and leaves an excess set by the cross-section, the walls and the bulk free path.

### The two kinds of scattering

Take a long rectangular wire of metal width $w$ and height $h$, a spherical Fermi surface, and linear response. I use atomic units in the algebra ($\hbar=e=m=1$).

In a thick perfect crystal with free path $\lambda_0$, the Drude conductivity is $\sigma_0=n\tau$, with $\tau=\lambda_0/k_F$ and $n=k_F^3/3\pi^2$. Hence

$$\rho_0=\frac{K}{\lambda_0},\qquad K=\frac{3\pi^2}{k_F^2}.$$

$K$ contains no scattering length.

For the grain boundaries, suppose that an electron meets one every distance $D$ on average and that each meeting randomises its direction with probability $q$. If the meetings are independent (memory of the fixed grain pattern is neglected), the rates per unit path add:

$$\frac1\lambda=\frac1{\lambda_0}+\frac qD .$$

Grain growth means $D\to\infty$, so $\lambda\to\lambda_0$. The walls do not appear in this equation; they enter as a boundary condition.

### What a diffuse wall does

Let the field $E$ point along the wire axis $z$, and let $u=v_z/v$. Write the distribution as $f=f_0+(-f_0')\psi$, where $f_0'$ is the energy derivative of the equilibrium distribution. The electron charge is $-1$, so the steady Boltzmann equation is

$$\mathbf v\cdot\nabla f-E\,\frac{\partial f}{\partial v_z}=-\frac{v}{\lambda}(f-\bar f),$$

where $\bar f$ is the average over directions. To first order in $E$, $\partial f/\partial v_z$ becomes $v_zf_0'$. The driving term is odd in $u$, so $\psi$ is odd too and its average over directions vanishes. Dividing by $-f_0'v$ gives, along a straight path with coordinate $s$,

$$\frac{d\psi}{ds}+\frac{\psi}{\lambda}=-Eu .$$

A diffuse wall emits electrons with a distribution that does not depend on direction. Its level is fixed by the arriving flux, to which the odd function $\psi$ contributes nothing. So $\psi=0$ on leaving the wall. At distance $L$ from the wall, measured back along the path,

$$\psi=-Eu\,\ell,\qquad \ell=\lambda\left(1-e^{-L/\lambda}\right)=\int_0^L e^{-l/\lambda}\,dl .$$

The current density is $j=-N\langle v u\psi\rangle$, where $N=k_F/\pi^2$ is the density of states at the Fermi level with both spins, and the brackets average over directions and over the cross-section. With $v=k_F$,

$$\sigma=\frac{k_F^2}{\pi^2}\langle u^2\ell\rangle=\frac{\Lambda}{K},\qquad \Lambda=3\langle u^2\ell\rangle .$$

The wire therefore has $\rho=K/\Lambda$, with $\Lambda$ in the place of the free path.

### Why $\Lambda$ is shorter than $\lambda$

For a given direction, let $g(l)$ be the fraction of points in the cross-section whose backward distance to the wall exceeds $l$. These points form the overlap of the rectangle with a copy of itself shifted by the transverse part of the path:

$$g=(1-al)(1-bl),\qquad a=\frac{|\sin\theta\cos\phi|}{w},\quad b=\frac{|\sin\theta\sin\phi|}{h},$$

with $u=\cos\theta$, and $g=0$ once either factor has reached zero. Each element $dl$ counts only for the points with $L>l$, so

$$\Lambda=\frac{3}{4\pi}\int d\Omega\;u^2\int_0^\infty e^{-l/\lambda}\,g(l)\,dl .$$

If $g$ were 1, the inner integral would be $\lambda$, and $3\langle u^2\rangle=1$ would give $\Lambda=\lambda$. But $g<1$ for every $l>0$, except for directions exactly along the axis, which have zero weight. Therefore $\Lambda<\lambda$. After a perfect anneal $\lambda=\lambda_0$, and

$$\rho_{\rm sc}=\frac{K}{\Lambda(\lambda_0)}>\frac{K}{\lambda_0}=\rho_0 .$$

Mirror walls parallel to the axis conserve $v_z$. The uniform solution $\psi=-Eu\lambda$ then satisfies both the equation and the wall condition, so $\Lambda=\lambda$. What keeps the resistivity up is the loss of axial momentum at the wall; confinement without that loss does not do it in this model.

### Two limits

**Wide wire.** When $\lambda\ll w,h$, the exponential has died out before $g$ reaches zero, and the upper limit can be taken as infinity with an exponentially small error:

$$\int_0^\infty e^{-l/\lambda}\left[1-(a+b)l+ab\,l^2\right]dl=\lambda-(a+b)\lambda^2+2ab\,\lambda^3 .$$

The angular averages needed are

$$3\langle u^2|\sin\theta\cos\phi|\rangle=3\cdot\frac12\cdot\frac{\pi}{8}\cdot\frac{2}{\pi}=\frac38,$$

$$3\langle u^2\sin^2\theta\,|\cos\phi\sin\phi|\rangle=3\cdot\frac12\cdot\frac{4}{15}\cdot\frac1\pi=\frac{2}{5\pi}.$$

The first also holds with $\sin\phi$ in place of $\cos\phi$. Thus

$$\frac{\Lambda}{\lambda}\simeq1-\frac38\lambda\left(\frac1w+\frac1h\right)+\frac{4}{5\pi}\frac{\lambda^2}{wh}.$$

For a 400 nm by 800 nm single crystal with $\lambda_0=40$ nm this is 0.945, as is the full integral. The resistivity is still about 6 % above bulk.

**No scattering inside the metal.** Let $\lambda\to\infty$ in a wire that stays long compared with the electron paths. With $t=l\sin\theta$, the polar integral is $\frac12\int_{-1}^{1}u^2(1-u^2)^{-1/2}du=\pi/4$. Using the four equal quadrants in $\phi$,

$$\Lambda_\infty=3\cdot\frac{\pi}{4}\cdot\frac{2}{\pi}\int_0^{\pi/2}S\,d\phi=\frac32\int_0^{\pi/2}S\,d\phi,\qquad S=\int_0^\infty g\,dt .$$

For $\tan\phi<h/w$ the first factor of $g$ vanishes first, at $t=w/\cos\phi$. Setting $t=xw/\cos\phi$,

$$S=\frac{w}{\cos\phi}\int_0^1(1-x)\left(1-\frac wh x\tan\phi\right)dx=\frac{w}{\cos\phi}\left(\frac12-\frac{w}{6h}\tan\phi\right).$$

Let $d=\sqrt{w^2+h^2}$. Between 0 and $\arctan(h/w)$, the integral of $1/\cos\phi$ is $\operatorname{asinh}(h/w)$ and that of $\tan\phi/\cos\phi$ is $d/w-1$. The remaining angles give the same expression with $w$ and $h$ exchanged:

$$\Lambda_\infty=\frac32\left\{w\left[\frac12\operatorname{asinh}\frac hw-\frac{d-w}{6h}\right]+h\left[\frac12\operatorname{asinh}\frac wh-\frac{d-h}{6w}\right]\right\}.$$

For a square wire this is $1.115\,w$. Diffuse walls alone therefore give a finite resistivity, however pure the crystal.

### Numbers for your line

I take round parameters: electron density 85 nm⁻³, $\lambda_0=40$ nm at 300 K, $D=20$ nm and $q=0.3$. They give $K=65.74$ µΩ cm nm. Before the anneal,

$$\frac1\lambda=\frac1{40}+\frac{0.3}{20}=0.025+0.015=0.040\ \text{nm}^{-1},\qquad\lambda=25\ \text{nm}.$$

The integral for $\Lambda$ gives 13.38 nm before the anneal and 16.59 nm for the single crystal. Dividing $K$ by each length:

- bulk crystal: $65.74/40=1.64$ µΩ cm
- wire with boundaries: $65.74/13.38=4.91$ µΩ cm
- single-crystal wire: $65.74/16.59=3.96$ µΩ cm, or 0.182 atomic units

The single-crystal wire has 2.4 times the bulk resistivity. The separation you ask for is

$$\rho_{\rm poly}-\rho_0=\underbrace{(\rho_{\rm poly}-\rho_{\rm sc})}_{0.95}+\underbrace{(\rho_{\rm sc}-\rho_0)}_{2.32}\quad\text{µΩ cm}.$$

With these parameters grain growth can remove 29 % of the excess. Most of that gain comes early: with $q$ fixed, the wire is at 4.15 µΩ cm for $D=100$ nm and 3.98 µΩ cm for $D=1000$ nm.

Removing the bulk scattering as well would give $\Lambda_\infty=30.64$ nm and 2.15 µΩ cm, still above the 300 K bulk value.

As an independent test, I simulated electrons diffusing along this wire. At a fixed density of states the conductivity is proportional to the diffusion constant (the Einstein relation), and a bulk metal has diffusion constant $v\lambda/3$. So $\Lambda$ is three times the diffusion constant divided by $v$. The single crystal gave $16.57\pm0.11$ nm with diffuse walls and $40.16\pm0.26$ nm with mirror walls, against the predicted 16.59 and 40 nm.

### How to separate the parts in practice

Subtracting a boundary term measured in thick metal is only approximate. There the same boundaries add $2.63-1.64=0.99$ µΩ cm, against 0.95 in the wire. The difference is small here, but the two mechanisms are not strictly additive: the wall term $K(1/\Lambda-1/\lambda)$ lies between 1.88 and 2.33 µΩ cm, with its peak near $\lambda=60$ nm, as $\lambda$ runs from 1 to 20 000 nm in this cross-section.

A series of widths does not separate the parts if the grains scale with the line. With $D=w$, $h=2w$, and $q$ and $\lambda_0$ fixed, the excess over bulk between 20 and 80 nm width varies on average as $w^{-1.04}$ with boundaries and $w^{-1.06}$ without. Vary the grain size at fixed cross-section instead, and extrapolate to $D\to\infty$. This isolates the boundaries only if the anneal leaves the walls and the impurity content unchanged. A straight-line extrapolation in $1/D$ also needs $q$ to stay the same as the grains grow.

### Texture and boundary type

In a bamboo structure the boundaries lie across the wire. Suppose they act as partly transmitting mirrors, and again neglect the memory of their fixed positions, so that reflections flip $v_z$ at a rate $m|u|$ per unit path. Because an electron can return to the same fixed plane, $m$ is an effective rate, not simply the reflection probability divided by $D$. The collision term is $m|u|[\psi(-u)-\psi(u)]=-2m|u|\psi(u)$, because $\psi$ is odd, so $1/\lambda$ becomes $1/\lambda_0+2m|u|$. With $m=0.0103$ nm⁻¹, chosen to give the same thick-metal resistivity as before, the unannealed wire has 5.04 instead of 4.91 µΩ cm. A constant $m$ assumes a reflection probability that does not depend on the angle of incidence, and the direction of this shift depends on that assumption. Thin barriers reflect grazing electrons more strongly; in the Mayadas–Shatzkes model $1/\lambda$ becomes $(1+\alpha/|u|)/\lambda_0$ with $\alpha=(\lambda_0/D)\,R/(1-R)$, where $R$ is the reflection coefficient of a boundary. The same thick-metal resistivity then needs $R\approx0.18$, and the wire has 4.82 µΩ cm, below 4.91. The single-crystal value is unchanged in either case, since no boundaries remain.

Crystal orientation can shift that value if the Fermi surface is not a sphere. If the transverse speeds are 10 % higher at the same relaxation time and bulk resistivity, electrons reach the walls as if $w$ and $h$ were divided by 1.1. The result is 4.20 µΩ cm, so texture can matter even with no boundaries left.

### Comparison with real lines

The parameters are rough values for narrow copper interconnects. The density, free path and bulk resistivity are close to copper's at room temperature; $q$ is an effective parameter that depends on the boundaries, and a line that is one perfect crystal is an idealisation. The removable share of 29 % belongs to these parameters only: with Mayadas–Shatzkes boundaries of $R=0.3$ it is 43 % for diffuse walls and 65 % if half of the wall collisions are mirror-like, so boundaries can supply most of the excess in a real line. Fully diffuse walls are also an assumption, and the resistivity is sensitive to it. If 30 % of wall collisions were mirror-like, the simulation puts the single-crystal value about 21 % lower, at $3.13\pm0.02$ µΩ cm. With fully diffuse walls at 373 K, and the simple assumption $\lambda_0\propto1/T$, the single-crystal value would be 4.35 µΩ cm; copper's bulk resistivity rises somewhat faster than $T$ in this range, so the real increase would be a little larger. If your 20 nm by 40 nm is the trench rather than the metal, a non-conducting 2 nm liner on the sides and bottom multiplies the single-crystal line resistance by 1.455. At the same Fermi wave number, the discrete transverse modes number 1.1 % fewer than the area estimate, so the mode count itself is nearly classical at this size. This count does not show how quantisation changes the scattering at the walls. The numerical output below gives further digits.

## Values computed for the example and the checks

```
electron density: 85 nm^-3
Fermi wave number: 13.60 nm^-1
Fermi energy: 7.05 eV
K: 65.74 microohm cm nm
bulk free path at 300 K: 40 nm
metal width, height: 20, 40 nm
boundary spacing D: 20 nm; q: 0.3
free path with boundaries: 25.0 nm
Lam, with boundaries: 13.38 nm
Lam, single crystal: 16.59 nm
Lam, single crystal, ray traced: 16.59 nm
Lam simulated, single crystal: 16.57 +- 0.11 nm
Lam simulated, with boundaries: 13.34 +- 0.09 nm
Lam simulated, bamboo: 13.02 +- 0.09 nm
Lam simulated, mirror walls, single crystal: 40.16 +- 0.26 nm
bulk resistivity: 1.644 microohm cm
thick metal with boundaries: 2.630 microohm cm
wire with boundaries: 4.913 microohm cm
single-crystal wire: 3.964 microohm cm
single-crystal wire: 0.1823 atomic units
single-crystal wire / bulk: 2.412
removable part: 0.949 microohm cm
geometric part: 2.320 microohm cm
removable share of excess: 29.0 %
wire with D = 100 nm: 4.155 microohm cm
wire with D = 1000 nm: 3.983 microohm cm
Lam without bulk scattering: 30.64 nm
resistivity in that limit: 2.146 microohm cm
square wire, that limit: Lam/width = 1.1150
wall term, free paths 1 to 20000 nm: 1.880 to 2.329 microohm cm
wide wire 400 x 800 nm, Lam/path: 0.94502; law 0.94502
width series, height = 2 width, D = width; excess over bulk:
  20 nm: single 2.320, grained 3.269 microohm cm
  40 nm: single 1.127, grained 1.600 microohm cm
  80 nm: single 0.533, grained 0.773 microohm cm
power of width: single -1.061, grained -1.040
Sizes of neglected effects:
bamboo flip rate m: 0.01029 nm^-1
bamboo wire before anneal: 5.039 microohm cm
single crystal, 30 % mirror reflection: 3.133 +- 0.021 microohm cm
single crystal at 373 K (path ~ 1/T): 4.350 microohm cm
2 nm liner, sides and bottom: line resistance x 1.455
transverse speed x 1.1, same bulk value: 4.200 microohm cm
transverse modes: 11650; area estimate 11779
mode deficit: 1.09 %
thermal energy / Fermi energy: 0.00367
```
